# Why fluorination can weaken alkoxide bridges: a donor-acceptor account

## One lone pair and one empty orbital

Take an oxygen lone pair of energy $e_O$ holding two electrons, and one empty metal orbital of energy $e_M$ above it. Let the two orbitals be orthogonal and coupled by a matrix element of size $b$. Its sign can be changed by reversing the sign of one orbital, so it does not affect the energies. Electron repulsion enters through the values of the levels and is otherwise left out. The algebra is in atomic units; numbers are in eV and angstrom.

The orbital energies $E$ satisfy

$$(e_O-E)(e_M-E)=b^2 .$$

Define the gap $D=e_M-e_O>0$ and write the lower root as $E=e_O-u$, so that $u$ is the lowering of the lone pair. Then $e_O-E=u$ and $e_M-E=D+u$, and

$$u(D+u)=b^2\quad\Rightarrow\quad u=\tfrac12\left(\sqrt{D^2+4b^2}-D\right).$$

The positive root is taken because $u>0$ for the lower level. Two electrons occupy it, so the donation energy is

$$W(b)=2u=\sqrt{D^2+4b^2}-D .$$

For $b\ll D$ the square root is $D+2b^2/D$ to leading order, and $W\approx 2b^2/D$. The central idea is already visible here: if fluorination lowers $e_O$ and nothing else changes, $D$ grows and the donation energy shrinks. An alkoxide bridge differs from this case in several ways, and each can be added separately.

## First contribution: the oxygen already serves one metal

Before it bridges, the oxygen of a terminal alkoxide is bound to its own metal, and the lone pair that will form the bridge may already donate there in a pi fashion. Call that coupling $b_1$, and the coupling to the second metal $b_2$. Let the two acceptor orbitals $m_1$ and $m_2$ be orthogonal, uncoupled to each other and equal in energy.

The lone pair couples to the normalized combination

$$m=\frac{b_1m_1+b_2m_2}{\sqrt{b_1^2+b_2^2}}$$

with strength $(b_1^2+b_2^2)/\sqrt{b_1^2+b_2^2}=\sqrt{b_1^2+b_2^2}$. The orthogonal combination, proportional to $b_2m_1-b_1m_2$, has coupling proportional to $b_2b_1-b_1b_2=0$. The problem is therefore the two-orbital one again, with $b^2=b_1^2+b_2^2$.

Bridging gains the donation to both metals minus the donation already present. The two terms $-D$ cancel:

$$B(D)=\sqrt{D^2+4b_1^2+4b_2^2}-\sqrt{D^2+4b_1^2}.$$

This is a donation energy. A full bridge energy also contains electrostatics, repulsion between filled shells and strain.

To see what the terminal donation costs, expand for weak coupling. With $x=b^2$,

$$\sqrt{D^2+4x}=D+\frac{2x}{D}-\frac{2x^2}{D^3}+\dots$$

Subtract the series with $x=b_1^2$ from that with $x=b_1^2+b_2^2$, using $(b_1^2+b_2^2)^2-b_1^4=b_2^4+2b_1^2b_2^2$:

$$B=\frac{2b_2^2}{D}-\frac{2\left(b_2^4+2b_1^2b_2^2\right)}{D^3}+\dots$$

The part containing $b_1^2b_2^2$ is the competition between the two metals for one lone pair.

For a worked example, choose round model values: $e_O=-12$ eV, $e_M=-6$ eV, $b_1=1$ eV and $b_2=2$ eV. Then $D=6$ eV and

$$B=\sqrt{36+4+16}-\sqrt{36+4}=7.4833-6.3246\approx1.159\ \text{eV}.$$

The leading weak-coupling term gives 1.333 eV and two terms give 1.111 eV. The coupling is thus too strong for the leading term to be accurate, and the full expression is used below.

## Second contribution: fluorination lowers the lone pair

Hold $b_1$ and $b_2$ fixed and differentiate $W$:

$$\frac{dW}{dD}=\frac{D}{\sqrt{D^2+4b^2}}-1 .$$

This slope has a direct meaning. Keep $e_O$ fixed and raise the acceptor level. By the Hellmann-Feynman theorem, the occupied level rises at a rate equal to its weight on the acceptors, since the first-order change of a normalized eigenvector does not contribute. Two electrons occupy the level, and $W=2(e_O-E)$, so

$$\frac{dW}{dD}=-q,\qquad q=1-\frac{D}{\sqrt{D^2+4b^2}},$$

where $q$ is the number of electrons transferred to the metals. Subtracting the terminal value gives

$$\frac{dB}{dD}=-(q_{\rm bridge}-q_{\rm term})
=D\left[\frac1{\sqrt{D^2+4b_1^2+4b_2^2}}-\frac1{\sqrt{D^2+4b_1^2}}\right].$$

The first denominator is the larger one, so the bracket is negative. For $D>0$ and $b_2\ne0$, the bridge donation falls strictly as the gap widens, whatever the size of $b_1$. Terminal pi donation weakens too, but it never weakens enough in this model to reverse the trend.

The condition $D>0$ matters. If the donor lay above the acceptor, the same formula would give a positive slope, and lowering the donor would increase $B$ by bringing the levels together. The argument concerns a filled oxygen level below an empty metal level.

In the example the extra charge moved by bridging is

$$q_{\rm bridge}-q_{\rm term}=\frac{6}{6.325}-\frac{6}{7.483}=0.147 .$$

An oxygen lowering of $d_O=1$ eV therefore costs about $0.147\times1=0.147$ eV, if the initial slope is used throughout.

## Third contribution: the metal level sinks as well

A fluorinated ligand can also lower the empty levels of the metals, by withdrawing charge or through its electric field. If both acceptor levels fall by $d_M$, the new gap is

$$D'=(e_M-d_M)-(e_O-d_O)=D+d_O-d_M .$$

Since $B$ decreases strictly for positive gaps, and both gaps are taken to be positive, bridge donation weakens if and only if

$$d_O>d_M .$$

This inequality decides whether fluorination weakens the bridge in the model, provided both acceptor levels fall by the same amount. If only the second metal's level falls, the bridge can strengthen even when that level moves slightly less than the oxygen's: in the example, shifts of 0.95 eV and 1 eV strengthen it by 0.002 eV. Fluorination makes the oxygen a poorer donor and the metal a better acceptor, and the result depends on which level moves farther.

For $d_M=0.3$ eV, the initial slope returns $0.147\times0.3=0.044$ eV of the loss, leaving about 0.103 eV. The finite change is

$$D'=6+1-0.3=6.7\ \text{eV},\qquad B(D')=1.063\ \text{eV},$$

$$L=B(D)-B(D')=0.0955\ \text{eV}=9.21\ \text{kJ/mol per bridge}.$$

This is 8.2 percent of the original donation energy. It is smaller than the slope estimate because the extra transferred charge drops from 0.147 to 0.126 across the interval. The average of these end values times 0.7 eV gives 0.096 eV, in agreement with $L$.

Several ligands complicate the balance. For a single bridge, suppose each metal carries $n$ fluorinated alkoxides, counting the bridging one, and each lowers that metal's empty level by $\delta_M$. Let the bridging oxygen be lowered by $\delta_O$ through its own fluorinated group and by $\delta_r$ through each of the $n-1$ pairs of remote ligands, a pair having one ligand on each metal. If these shifts add,

$$d_O-d_M=\delta_O+(n-1)\delta_r-n\delta_M .$$

A small $\delta_M$ per ligand does not guarantee a small total. If $\delta_M>\delta_r$, enough ligands make the right side zero or negative, and the donor-acceptor argument then no longer predicts a weaker bridge.

## Fourth contribution: the coupling may change

So far the couplings, and hence the metal-oxygen distances, were fixed. To find the new coupling $b_2'$ that would cancel the loss, set the new bridge energy equal to the old value $B_0$:

$$\sqrt{D'^2+4b_1^2+4b_2'^2}=B_0+\sqrt{D'^2+4b_1^2}.$$

Squaring and isolating the coupling gives

$$b_2'^2=\frac{\left(B_0+\sqrt{D'^2+4b_1^2}\right)^2-D'^2}{4}-b_1^2 .$$

For the example this yields $b_2'=2.09$ eV, an increase of 4.7 percent. A modest change in distance or orbital shape could therefore matter as much as the level shift.

Orbital overlap provides one way for the coupling to change. Let $S_i$ be the overlap of the lone pair with acceptor $i$, and take the Wolfsberg-Helmholz form for the matrix elements,

$$h_i=KS_i\bar e,\qquad \bar e=\tfrac12(e_O+e_M),\qquad K=1.75 .$$

In the eigenvalue equation each coupling is replaced by $h_i-ES_i$, so

$$(e_O-E)(e_M-E)=(S_1^2+S_2^2)(K\bar e-E)^2 .$$

Near $E=e_O$ the effective coupling is proportional to $K\bar e-e_O$. This factor is $-15.75+12=-3.75$ eV before fluorination and $-16.89+13=-3.89$ eV after it. Its square grows by about 7 percent while the gap grows by about 12 percent, so most of the effect of the wider gap is offset.

Choose the overlaps so that $(K-1)S_i|\bar e|=b_i$ before fluorination, which gives 0.148 and 0.296. The full solution then gives bridge energies of 0.340 eV before and 0.332 eV after. The loss is 0.008 eV, about one twelfth of the value at fixed coupling. Relative to the weaker starting bridge, the loss is about 2 percent instead of 8 percent.

Even the sign of the change is not secure. If both levels are first raised by 2 eV and the overlaps are chosen by the same rule, the same shifts strengthen the bridge by 0.004 eV. If the original levels are kept and both overlaps are enlarged in proportion until the bridge starts at 1.159 eV, the shifts strengthen it by 0.008 eV, though this takes very large overlaps of 0.37 and 0.74. This version is no better calibrated than the first, but it shows that $d_O>d_M$ alone does not guarantee weaker donation when the couplings change with the levels.

## Fifth contribution: two bridges share the metals

Consider a dimer core of two metals and two bridging oxygens. The previous model gives every donation its own acceptor orbital. In the opposite case each metal has a single acceptor orbital that serves both oxygens.

Form the sums and differences of the two oxygen orbitals, and likewise of the two metal orbitals. Each oxygen couples to its own metal by $b_1$ and to the other by $b_2$, so the sum couples to the sum by $b_1+b_2$ and the difference to the difference by $b_1-b_2$. The ring thus separates into two two-orbital problems. Per bridge,

$$B_{\rm ring}=\tfrac12\left[W(b_1+b_2)+W(b_1-b_2)\right]-W(b_1).$$

For the example, $b_1+b_2=3$ eV and $|b_1-b_2|=1$ eV. Before fluorination

$$B_{\rm ring}=\tfrac12(2.485+0.325)-0.325=1.080\ \text{eV}.$$

Afterwards it is 1.001 eV. The loss is 0.0795 eV instead of 0.0955 eV, so for these couplings sharing reduces the effect by about a sixth. Strong terminal donation can reverse it: with $b_1=3$ eV and $b_2=1$ eV, the same level shifts strengthen each bridge by 0.005 eV.

The four couplings were taken to have the same sign. If one of them is reversed, both two-orbital problems have a coupling of size $\sqrt{b_1^2+b_2^2}$, and the loss is again 0.0955 eV.

## What a molecular calculation adds

The premise that fluorination lowers the lone pair can be examined on lithium ethoxide, $\mathrm{LiOCH_2CH_3}$, and its trifluoro form, $\mathrm{LiOCH_2CF_3}$. The level of theory is restricted Hartree-Fock in the 6-31G* basis. Both molecules have the same idealized skeleton, with O-C 1.40 and O-Li 1.80 angstrom; the C-H bonds replaced by C-F are lengthened from 1.09 to 1.35 angstrom. Electron correlation and geometry relaxation are left out.

The two highest occupied orbitals lie mainly on oxygen, with shares of at least 0.72. Their mean energy falls from $-8.90$ to $-9.83$ eV, a lowering of 0.94 eV. The one in the Li-O-C plane, where the second metal will be attached below, falls by 0.82 eV. The oxygen 1s level falls by 0.73 eV, which indicates that a more attractive local potential accounts for much of the shift. The electrostatic potential at the oxygen nucleus does become more attractive by 0.72 eV. These values are not converged in the basis: with diffuse functions added (6-31+G*) the mean, in-plane and 1s lowerings become 1.03, 0.90 and 0.79 eV. The premise holds for this pair in both bases.

The lithium 1s level falls by 0.40 eV, or 0.43 of the mean lone-pair lowering and 0.49 of the in-plane one. The mean is used in the ratios that follow. If this core shift is taken as a stand-in for the shift of both empty metal levels, one ligand satisfies $d_O>d_M$. Two such ligands on each metal, counting the bridging one, would give a ratio of 0.86, and three would give 1.28, if the shifts added and remote ligands did not lower the bridging oxygen. Any lowering of the oxygen by remote ligands would reduce these ratios, so they show only that cancellation has to be checked for, not that it occurs. The core shift may also overstate the shift of the acceptor: the lowest empty orbital, which lies almost wholly on lithium, falls by only 0.12 eV at the same level of theory. In 6-31+G* the lithium 1s lowering is 0.43 eV, the ratio to the mean lone-pair lowering 0.42, and the lowering of the empty orbital 0.10 eV.

Next let $\mathrm{AlH_3}$ take the place of the second metal, with O-Al fixed at 1.95 angstrom. The acceptor carries no fluorinated ligand of its own, but the $\mathrm{CF_3}$ group can still act on it through space, so the comparison does not isolate the change in the lone pair. The attachment energy is the energy of the complex minus that of its two rigid parts. It can be split in two:

- The frozen-orbital part comes from bringing the two sets of occupied orbitals together and making them mutually orthogonal. It contains electrostatics and Pauli repulsion.
- The relaxation part is the further lowering when the orbitals adjust. It contains donation and polarization.

| Energy in eV | Ethoxide | Trifluoroethoxide | Weakening |
|---|---:|---:|---:|
| Frozen orbitals | −0.920 | −0.730 | 0.189 |
| Relaxation | −1.465 | −1.374 | 0.091 |
| Total | −2.385 | −2.104 | 0.281 |

The relaxation part weakens, as the donor-acceptor picture requires, but in this geometry it supplies only about one third of the total weakening. The frozen-orbital part supplies about two thirds. These shares change when the metals are turned about the O-C bond. The split does not separate electrostatics from Pauli repulsion, so it does not tell which of them causes this change. The table is not corrected for basis-set superposition, an error that enters the relaxation part. A counterpoise correction amounts to 0.12 eV for ethoxide and 0.14 eV for trifluoroethoxide; it raises the relaxation weakening to 0.113 eV and the total to 0.303 eV. The basis matters as well: in 6-31+G*, uncorrected, the frozen, relaxation and total weakenings are 0.226, 0.090 and 0.317 eV. The entries are therefore uncertain by a few hundredths of an eV, and the relaxation share lies between about 0.3 and 0.4 in these settings.

The relaxation loss of 0.091 eV lies close to the model loss of 0.0955 eV. This is no confirmation of the parameters: the model parameters are round values, the molecular value includes polarization, and it rises to 0.113 eV with the counterpoise correction. The acceptor shift is also of a different origin: $\mathrm{AlH_3}$ was left unfluorinated and feels the $\mathrm{CF_3}$ group only through space, which makes the potential at the aluminium site more attractive by about 0.3 eV.

## Weighing the loss in a vaporizer

A small loss per bridge can matter when it enters an equilibrium constant. Consider a dimer with two bridges in the vaporizer of a chemical vapour deposition line at 400 K, where $k_BT=0.0345$ eV. Let the precursor vapour alone supply the pressure of 1 Torr; a carrier gas at the same total pressure would lower the precursor's share and favour dissociation. Let its standard free energy of dissociation into two monomers be 0.30 eV at $p_0=1$ bar, an assumed value. If fluorination changes nothing but the donation energy of the two bridges, the new value is

$$0.300-2(0.0955)=0.109\ \text{eV}.$$

The dissociation constant rises by $\exp(0.191/0.0345)$, a factor of about 250.

To turn this into a composition, start with one mole of dimer and dissociate a fraction $a$. There are $1-a$ moles of dimer and $2a$ of monomer, $1+a$ in all. For ideal gases,

$$K=\frac{[2a/(1+a)]^2}{(1-a)/(1+a)}\frac{p}{p_0}
=\frac{4a^2}{1-a^2}\frac{p}{p_0}.$$

Multiplying by $1-a^2$ and collecting $a^2$ gives

$$a=\sqrt{\frac{K}{K+4p/p_0}} .$$

The dissociated fraction rises from 0.17 to 0.94. The response is large because the change carries the free energy across the region, near 0.20 eV, where the composition is most sensitive. A much more stable dimer would remain mostly intact after the same loss. With the overlap model's loss of 0.008 eV per bridge, the dissociation constant would grow by a factor of about 1.6 instead of 250.

The temperature and pressure are rough values for vaporizing a molecular precursor. The orbital parameters are round values, not fitted to any metal, and the resulting fractions are not predictions for a named compound. Real precursors break the assumption that everything except the two levels stays fixed. In the rigid molecular comparison, the frozen-orbital change alone was about twice the relaxation change (1.7 to 2.5 times, depending on the basis and the superposition correction). Bond lengths can adjust, bulky fluorinated groups can crowd the dimer, and fluorine can bind to a metal; these effects were not calculated.

As a design guide, fluorination is a reasonable way to seek less bridging when the empty levels of the two metals start out equal and fall together by less than the oxygen's, the metal-oxygen couplings stay nearly the same, terminal donation is not strong enough to reverse the trend through shared acceptors, changes in electrostatics, repulsion and strain do not offset the loss, and the original dimer is not too strongly bound. When several fluorinated ligands make the metal a much stronger acceptor, the first of these conditions has to be checked before the guide is used. The numerical output below lists the values for the main worked example and the two molecules.

## Numbers as computed

```
Model: oxygen level -12.0 eV, acceptor level -6.0 eV
Couplings: own metal 1.0 eV, second metal 2.0 eV
Lowering: oxygen 1.0 eV, acceptor 0.3 eV
Gap before, after: 6.00, 6.70 eV
Bridge donation energy before, after: 1.1588, 1.0633 eV
Loss per bridge: 0.0955 eV = 9.21 kJ/mol
Relative loss: 8.24 percent
Extra electrons moved before, after: 0.1469, 0.1265
Leading weak-coupling estimate before: 1.3333 eV
Two-term weak-coupling estimate before: 1.1111 eV
Second-metal coupling that cancels the loss: 2.0945 eV
  increase needed: 4.72 percent
Shared acceptors, per bridge before, after: 1.0804, 1.0009 eV
  loss with shared acceptors: 0.0795 eV
Overlap model: K = 1.75, overlaps 0.148, 0.296
  bridge energy before, after: 0.3404, 0.3324 eV
  loss with overlap: 0.0080 eV
Vaporizer: 400 K, 1.0 Torr, kT = 0.0345 eV
Dimer dissociation free energy before, after: 0.300, 0.109 eV
Factor on dissociation constant: 254.5
Dissociated fraction before, after: 0.174, 0.942
RHF/6-31G*, rigid LiOCH2CH3 (H) and LiOCH2CF3 (F)
Distances O-C 1.40, C-C 1.52, O-Li 1.80 angstrom
Distances O-Al 1.95, Al-H 1.60 angstrom
Distances C-H 1.09, C-F 1.35 angstrom
Mean oxygen lone-pair level H, F: -8.897, -9.834 eV
Smallest oxygen share of these orbitals H, F: 0.722, 0.767
Lone-pair lowering: 0.937 eV
Oxygen 1s lowering: 0.726 eV
Lithium 1s lowering: 0.401 eV
Lithium-to-lone-pair lowering ratio: 0.428
AlH3 attachment, total H, F: -2.385, -2.104 eV
  frozen-orbital part H, F: -0.920, -0.730 eV
  orbital-relaxation part H, F: -1.465, -1.374 eV
Weakening on fluorination, total: 0.281 eV
  from frozen orbitals: 0.189 eV
  from orbital relaxation: 0.091 eV
```
